# Choosing scattering matrices over transfer matrices for thick absorbing stacks

## The setting and the result

A wave can be propagated through layers with transfer matrices or with scattering matrices. In exact arithmetic the two give the same fields. In floating-point arithmetic they differ. Where absorbing or evanescent layers limit the transmission, the quantity that decides is the total attenuation exponent

\[
K=\sum_j d_j\,\mathrm{Im}\,k_{z,j},
\]

where \(d_j\) is the thickness of layer \(j\) and \(k_{z,j}\) its normal wave number. If the field is marched down from the illuminated side, an error \(\delta r\) in the reflected amplitude becomes a relative error of the transmitted amplitude

\[
\frac{\delta t}{t}=\frac{r'}{t\,t'}\,\delta r ,\qquad |t\,t'|\propto e^{-2K}. \tag{1}
\]

Here \(r,t\) are the reflection and transmission amplitudes of the stack lit from above, and \(r',t'\) those lit from below. The exponential law describes attenuation inside the layers, and two cases fall outside it. In resonant tunnelling through two evanescent layers, \(|t\,t'|\) can be of order one even at large \(K\). In the stop band of a Bragg mirror made of transparent layers, \(K=0\), yet \(|t\,t'|\) falls exponentially with the number of periods, because the waves reflected at the interfaces add up. The expression for \(\delta t/t\) in (1) holds there too, so a downward march through a mirror with many periods also fails. Where the exponential law applies, with machine epsilon \(\varepsilon\), all digits of the marched field are gone near \(K=\tfrac12\ln(1/\varepsilon)\), about 18 in double precision. The same holds for \(t\) unless \(r'\) nearly vanishes, as it does when the substrate matches the last absorbing layer. Scattering matrices use only the decaying factors \(p=e^{ik_zd}\), \(|p|\le1\), and have no such amplification.

Not every transfer-matrix result fails. For a single wave and away from resonances, reflection formed as a ratio of matrix elements, and a march that starts in the substrate, remain accurate until the numbers overflow. This does not extend to coupled waves, as in gratings, anisotropic layers or multiband electron models. There the fastest-growing solution swamps the others. Both procedures then lose digits as \(\varepsilon e^{\Delta\kappa\,d}\), where \(\Delta\kappa\) is the spread of the decay constants in a layer, long before overflow.

## Layer equations and conventions

The time factor is \(e^{-i\omega t}\), \(z\) points down into the stack, and passive media have \(\mathrm{Im}\,n\ge0\). The incidence medium is lossless and carries a propagating wave. With \(k_0=2\pi/\lambda\), all layers share the real lateral wave number \(k_x=\beta k_0\), and

\[
k_z=k_0\sqrt{n^2-\beta^2},\qquad \mathrm{Im}\,k_z\ge0 .
\]

Let \(F\) be \(E_y\) for s polarization and \(H_y\) for p polarization, and let \(\epsilon=n^2\). Maxwell's equations for nonmagnetic layers reduce to \(F''=-k_z^2F\) for s, and to \((F'/\epsilon)'=-(k_z^2/\epsilon)F\) for p. Define \(u=F'/(ig)\), with \(g=1\) for s and \(g=\epsilon\) for p. Both cases become

\[
F'=ig\,u,\qquad u'=ih\,F,\qquad gh=k_z^2. \tag{2}
\]

Up to a constant factor, \(u\) is the other tangential field component, so \(F\) and \(u\) are both continuous at interfaces. Inside a layer

\[
F=a\,e^{ik_zz}+b\,e^{-ik_zz}.
\]

Differentiating and dividing by \(ig\) gives \(u=Y(ae^{ik_zz}-be^{-ik_zz})\) with \(Y=k_z/g\).

The same system describes an electron of energy \(E\) crossing a layered potential \(V\) at normal incidence with effective mass \(m\). The equation \((\psi'/m)'=-2(E-V)\psi/\hbar^2\) is (2) with \(F=\psi\), \(g=m\), \(h=2(E-V)/\hbar^2\). In a barrier \(k_z\) is imaginary, and the barrier contributes to \(K\) as an absorbing film does. Away from tunnelling resonances, the error analysis of the downward march therefore carries over to one-dimensional tunnelling calculations.

## One interface

Let medium 1 lie above medium 2. Continuity of \(F\) and \(u\) requires

\[
a_1+b_1=a_2+b_2,\qquad Y_1(a_1-b_1)=Y_2(a_2-b_2). \tag{3}
\]

For light from above, \(a_1=1,\ b_1=r,\ a_2=t,\ b_2=0\). Then \(1+r=t\) and \(Y_1(1-r)=Y_2t=Y_2(1+r)\), so

\[
r=\frac{Y_1-Y_2}{Y_1+Y_2},\qquad t=\frac{2Y_1}{Y_1+Y_2}.
\]

Light from below exchanges the two media: \(r'=-r\) and \(t'=2Y_2/(Y_1+Y_2)\).

## Where the transfer matrix loses its digits

Solving (3) for the lower amplitudes, with \(\rho=Y_1/Y_2\), gives

\[
\begin{aligned}
a_2&=\tfrac12[(1+\rho)a_1+(1-\rho)b_1],\\
b_2&=\tfrac12[(1-\rho)a_1+(1+\rho)b_1].
\end{aligned}
\]

Crossing a layer multiplies \(a\) by \(p\) and \(b\) by \(1/p\). The second factor is the growing exponential. The product of all steps is the matrix \(T\), which maps \((a_0,b_0)\) in the incidence medium to \((a_s,b_s)\) in the substrate.

Its elements follow from two experiments. Light from below has \(a_0=0\), \(b_s=1\), \(b_0=t'\), \(a_s=r'\). Hence \(1=T_{22}t'\) and \(r'=T_{12}t'\), or

\[
T_{22}=\frac1{t'},\qquad T_{12}=\frac{r'}{t'}. \tag{4}
\]

Light from above has \(a_0=1\), \(b_0=r\), \(a_s=t\), \(b_s=0\). The second row gives \(0=T_{21}+T_{22}r\), and the first gives \(t=T_{11}+T_{12}r\). Therefore

\[
r=-\frac{T_{21}}{T_{22}},\qquad
t=T_{11}-\frac{T_{12}T_{21}}{T_{22}}. \tag{5}
\]

**Marching.** Start from \((1,r+\delta r)\) instead of \((1,r)\). Since the march is linear, the error at the bottom is \(\delta r\) times the second column of \(T\). By (4), \(\delta a_s=\delta r\,r'/t'\), and division by \(t\) gives (1). A spurious upward wave \(\delta b_s=\delta r/t'\) also appears in the substrate, where there should be none. Away from tunnelling resonances, rounding during the march has a similar effect, so \(\delta r\) is best read as an effective error of order \(\varepsilon\) or less.

**Subtracting.** From (4) and (5), \(T_{11}=t-rr'/t'\). For large \(K\) and away from resonances, the last term is of order \(e^{K}\), unless \(r\) or \(r'\) nearly vanishes, while \(t\) is of order \(e^{-K}\). Formula (5) for \(t\) must cancel the large part. Rounding that part costs about \(\varepsilon|rr'/t'|\), which relative to \(t\) is

\[
\varepsilon\,\frac{|r\,r'|}{|t\,t'|}. \tag{6}
\]

Under the same condition, the formula for \(r\) is a ratio of two large numbers and involves no such cancellation.

For a single wave the subtraction can be avoided. The interface step has determinant \([(1+\rho)^2-(1-\rho)^2]/4=\rho\), and a layer step has determinant \(p\cdot p^{-1}=1\). The product telescopes to \(\det T=Y_0/Y_s\). Since (5) says \(t=\det T/T_{22}\), one may use \(t=Y_0/(Y_sT_{22})\). This repairs \(t\) but not the fields of a downward march.

## Joining stacks without growing factors

Let stack A lie above a layer with factor \(p\), and stack B below it. Let \(a\) be the downward amplitude at the top of the layer and \(b\) the upward amplitude at its bottom. Each is referred to the boundary it leaves, so each decays on its way across. For unit light from above,

\[
a=t_A+r'_A\,p\,b,\qquad b=r_B\,p\,a .
\]

Inserting the second equation into the first gives

\[
a=\frac{t_A}{D},\qquad D=1-r'_A\,p^2\,r_B. \tag{7}
\]

The outgoing waves are \(R=r_A+t'_Apb\) and \(T_\downarrow=t_Bpa\), so

\[
R=r_A+\frac{t'_A\,p^2\,r_B\,t_A}{D},\qquad
T_\downarrow=\frac{t_B\,p\,t_A}{D}. \tag{8}
\]

For unit light from below, \(a=r'_Apb\) and \(b=t'_B+r_Bpa\), hence \(b=t'_B/D\). The outgoing waves are \(t'_Apb\) upward and \(r'_B+t_Bpa\) downward:

\[
T_\uparrow=\frac{t'_A\,p\,t'_B}{D},\qquad
R'=r'_B+\frac{t_B\,p^2\,r'_A\,t'_B}{D}. \tag{9}
\]

Multiplying the two transmissions gives \(T_\downarrow T_\uparrow=p^2\,(t_At'_A)(t_Bt'_B)/D^2\). Each layer contributes \(|p|^2=e^{-2d\,\mathrm{Im}k_z}\), which is the exponential in (1). The remaining factors come from interfaces and denominators. They tend to a constant as an absorbing layer thickens, because \(p^2\to0\) and \(D\to1\).

For interior fields, build the coefficients of everything above each layer in a downward sweep and of everything below it in an upward sweep. Then (7) gives \(a\) and \(b=r_Bpa\), and

\[
F(z)=a\,e^{ik_zz}+b\,e^{ik_z(d-z)},\qquad 0\le z\le d. \tag{10}
\]

Neither exponential exceeds one in modulus. The cost is proportional to the number of layers.

## What can still go wrong

A small \(|D|\) amplifies errors by about \(1/|D|\). With an absorbing layer in the stack, and \(k_z\ne0\) in the layer where \(D\) is formed, \(D\) cannot vanish at real frequency. If it did, a nonzero field could exist without incident light. It would carry no energy in, could only carry energy out on either side, and would lose energy to absorption, which contradicts energy balance. The argument needs absorption inside the stack being joined: a lossless partial stack formed during a sweep, bounded by evanescent media on both sides, can have \(D=0\) at a guided mode. A weakly absorbing waveguide can also come close to \(D=0\), so \(|D|\) is worth monitoring. At a sharp resonance between two evanescent layers \(|D|\) can be exponentially small, and scattering matrices then lose digits too. This loss belongs to the problem more than to the method: a change of one rounding unit in the spacing shifts the exact \(t\) by a similar amount. The interface denominator \(Y_1+Y_2\) needs watching as well. In p polarization it nearly vanishes at the surface-plasmon condition of a nearly lossless metal. The interface coefficients then become large and cancel in (8) and (9), so digits are lost although no \(|D|\) is small. With the losses of real metals this effect is slight.

The case \(k_z=0\) occurs in a transparent layer with \(n=\beta\). There \(r'_A=r_B=-1\) and \(p=1\), so \(D=0\) although no field exists without incident light: the two waves in the layer cancel. Formula (8) becomes \(0/0\) while the true reflection stays finite. A small shift of \(\beta\) avoids the division by zero, but very close to this point digits are still lost.

Near an antireflection null, the two terms of \(R\) in (8) cancel. The absolute error of \(R\) stays small, but its relative error need not.

Unless \(n\) is close to \(\beta\), where the subtraction \(n^2-\beta^2\) loses digits, the phase \(k_zd\) is rounded with relative error of order \(\varepsilon\), so \(p\) acquires a relative error of order \(\varepsilon|k_zd|\). This grows linearly with thickness, not exponentially.

## Marching up from the substrate

In the substrate there is only the outgoing wave, so one can start from \(F=1\), \(u=Y_s\). Solving (2) across a layer gives the values at its top from those at its bottom:

\[
\begin{aligned}
F_{\rm top}&=F\cos k_zd-\frac{i}{Y}\,u\sin k_zd,\\
u_{\rm top}&=u\cos k_zd-iY\,F\sin k_zd .
\end{aligned}
\]

In the incidence medium \(a_0=(F+u/Y_0)/2\) and \(b_0=(F-u/Y_0)/2\), so \(r=b_0/a_0\) and \(t=1/a_0\). Upward, and away from resonances, the wanted solution itself grows as \(e^{K}\). A rounding error made on the way grows no faster in order of magnitude, so its relative size is not amplified exponentially. At a tunnelling resonance, by contrast, the wanted solution shrinks again across the upper evanescent layer while rounding errors grow there, and digits are lost. Otherwise the limit is overflow: the largest double-precision number is about \(e^{709.8}\).

## A resist stack at 193 nm

The indices and thicknesses are round model parameters. The underlayer is made much thicker than in production stacks in order to reach the breakdown. At 250 nm the total is \(K=5.07\) and the marched \(t\) is still accurate to \(1.1\times10^{-12}\). Light in s polarization with \(\beta=1.2\) arrives from a fluid of index 1.44; the substrate has \(n=0.90+2.80i\).

- Resist: \(n=1.70+0.02i\), 100 nm, contribution to \(K\) 0.0919.
- Antireflective layer: \(1.80+0.35i\), 80 nm, 1.1942.
- Underlayer: \(1.50+0.30i\), 2000 nm, 30.2804.

The sum is \(K=31.57\), well beyond 18. The smallest \(|D|\) of the three layers is 0.975, so no resonance amplifies errors.

**Energy.** From (2), for real \(k_x\),

\[
\frac{d}{dz}\mathrm{Re}(F^*u)=\mathrm{Re}(-ig^*|u|^2+ih|F|^2)
=-\mathrm{Im}g\,|u|^2-\mathrm{Im}h\,|F|^2 .
\]

The incident flux is \(Y_0\) in these units, so the absorbed fraction per unit depth is \((\mathrm{Im}g|u|^2+\mathrm{Im}h|F|^2)/Y_0\). Integrating it over the resist, antireflective layer and underlayer gives 0.1753, 0.7411 and 0.0691. With the reflected fraction 0.0145 and a transmitted fraction of \(8.9\times10^{-29}\),

\[
0.0145+0.1753+0.7411+0.0691=1.0000 .
\]

In the resist, \(|E|^2\) relative to the incident wave is 0.835, 0.505, 0.573, 0.774 and 0.480 at depths of 0, 25, 50, 75 and 100 nm. The rise and fall is the interference of the two waves in (10).

**Depth of breakdown.** The underlayer has \(\mathrm{Im}k_z=30.2804/2000=0.01514\ \mathrm{nm}^{-1}\). Above it, 1.2861 of the exponent is already spent. The estimate \(K=18.022\) is reached at

\[
z=\frac{18.022-1.286}{0.01514}\approx1105\ \mathrm{nm}.
\]

The relative error of the marched field first exceeds one at 1155 nm. The 50 nm difference is \(2\times0.01514\times50\approx1.5\) in the exponent \(2K\), a factor of about 4.5 in the prefactor that the estimate sets to one.

The intensity in the underlayer shows the failure:

| Depth (nm) | Scattering | Marched down |
|---|---|---|
| 500 | \(1.51\times10^{-8}\) | \(1.51\times10^{-8}\) |
| 1000 | \(4.02\times10^{-15}\) | \(4.09\times10^{-15}\) |
| 1500 | \(1.07\times10^{-21}\) | \(1.31\times10^{-12}\) |
| 2000 | \(8.48\times10^{-29}\) | \(4.93\times10^{-6}\) |

An 80-digit upward march reproduces the scattering column. From 1500 to 2000 nm the marched intensity grows by \(3.8\times10^{6}\), which is \(e^{2\times0.01514\times500}\): it is a pure growing wave. At that rate it would reach order one after about another 400 nm. Nothing in the smooth marched curve signals that it is wrong, except that the intensity rises over many decades toward the far side of a strongly absorbing layer.

**Size of the error.** The factor \(|r'/(tt')|\) in (1) is \(1.95\times10^{27}\). The marched \(t\) has relative error \(9.8\times10^{10}\), so the effective reflection error is

\[
\frac{9.8\times10^{10}}{1.95\times10^{27}}\approx5\times10^{-17},
\]

a fraction of \(\varepsilon=2.2\times10^{-16}\). For the subtraction, (6) with \(|r|=\sqrt{0.0145}=0.12\) predicts \(2.2\times10^{-16}\times0.12\times1.95\times10^{27}\approx5\times10^{10}\); the observed error is \(2.7\times10^{10}\). The scattering result for \(t\) has relative error \(4.1\times10^{-15}\).

**Tests of the law.** A deliberate shift of \(r\) in 80-digit arithmetic reproduces the factor in (1). Over 60 stacks with \(K\) from 6.3 to 36.3, the logarithm of the error rises with \(K\) with slope 2.015 for marching and 1.993 for subtraction, against the predicted 2. In the same scan the scattering error of \(t\) stays below \(6\times10^{-15}\), and the matrix-ratio \(r\) and the upward march stay below \(7\times10^{-15}\). For both polarizations, scattering fields in a thinner stack agree with direct numerical integration of (2) to a relative error of \(7\times10^{-12}\).

Rounding alone causes the failure: the same downward march run with 20, 30 and 40 digits gives errors of \(1.5\times10^{5}\), \(2.1\times10^{-4}\) and \(1.6\times10^{-14}\).

**Overflow.** A 60000 nm underlayer alone contributes 908 to \(K\), and both marches overflow in double precision. The scattering method still gives \(r\) and the mid-resist field to about \(2\times10^{-15}\). Its \(t\) is returned as zero, because the true value, \(3.9\times10^{-396}\), lies below the double-precision range.

## Guidance

Compute \(K\) first, at the largest angle of interest. Include transparent layers in which \(\beta>n\): there \(\mathrm{Im}k_z=k_0\sqrt{\beta^2-n^2}\), and they add to \(K\) as absorbing layers do. The estimates below assume that the stack is neither near a resonance nor a strong interference mirror. For an interference mirror, use \(\varepsilon\,|r'/(t\,t')|\) from (1) as an order-of-magnitude estimate instead; rounding accumulates over the many layers, and the actual error can exceed it by several times. Near a tunnelling resonance this factor is no guide either: \(r'\) can vanish there, while rounding errors made between the two evanescent layers still grow across the lower one. In that case, compare with a run at higher precision.

1. For interior fields, choose scattering matrices. If only a downward march is available, (1) leaves a relative error of roughly \(\varepsilon e^{2K}\). Keeping it below \(10^{-6}\) in double precision requires \(K\lesssim\tfrac12\ln(10^{-6}/\varepsilon)\approx11\). In the example a march at \(K=8.86\) has error \(2.4\times10^{-9}\), and at \(K=16.43\) it has \(10^{-2}\).
2. For reflection alone and a single wave, a transfer-matrix ratio suffices while the exponentials stay in range. With several coupled waves it does not.
3. Raising the precision works, but the price grows with thickness: about \(2K/\ln10\approx0.87K\) digits are lost. Here that is 27 digits, to be added to those wanted in the answer.
4. Do not use a correct reflectance as evidence of correct fields. In the scan above, \(r\) from the matrix is accurate even in the thick stacks in which \(t\) from the subtraction in (5) has no correct digit. An energy sum equal to one is no proof either. The energy identity used above holds for every solution of (2), including one with a spurious growing wave, so in exact arithmetic the sum is one when the transmitted fraction is taken as the net flux at the bottom. In floating-point arithmetic that sum departs visibly from one only when the spurious fluxes are so large that their own rounding errors show. If the transmitted fraction is instead taken as \(\mathrm{Re}\,Y_s|t|^2/Y_0\), the sum departs by roughly the spurious intensity at the bottom. In the example this is a few parts in \(10^{6}\), which four digits do not show although \(t\) is wrong by eleven orders of magnitude. Look instead at the deep field, which away from resonances should decay through a strongly absorbing layer, and compare it with a scattering calculation or with a run at higher precision.

The numerical output below lists the full set of values.

## Calculated quantities

```
wavelength 193 nm, beta 1.2, s polarization
incidence index 1.44
resist: n 1.70+0.02i, d 100 nm, K 0.0919
antireflective layer: n 1.80+0.35i, d 80 nm, K 1.1942
underlayer: n 1.50+0.30i, d 2000 nm, K 30.2804
substrate n 0.90+2.80i
total K = 31.5665; smallest |D| = 0.9753
reflected power fraction 0.014548
transmitted power fraction 8.8682e-29
absorbed fraction in resist 0.175290
absorbed fraction in antireflective layer 0.741109
absorbed fraction in underlayer 0.069054
worst energy-balance error 1.4e-14
worst relative error vs Maxwell integration 7.0e-12
resist depth (nm), |E|^2 / incident |E|^2:
    0  0.834961
   25  0.504985
   50  0.573356
   75  0.774201
  100  0.479697
underlayer depth (nm), |E|^2: scattering, marched, 80 digits:
     0  5.6806e-02  5.6806e-02  5.6806e-02
   500  1.5104e-08  1.5104e-08  1.5104e-08
  1000  4.0158e-15  4.0905e-15  4.0158e-15
  1500  1.0677e-21  1.3097e-12  1.0677e-21
  2000  8.4793e-29  4.9255e-06  8.4793e-29
machine epsilon 2.220e-16, breakdown K 18.022
breakdown depth: estimate 1105 nm, observed 1155 nm
error gain |rb/(t tb)| = 1.9526e+27
working digits, relative error of marched t:
  20  1.5e+05
  30  2.1e-04
  40  1.6e-14
underlayer d (nm), total K, relative error of t:
  columns: scattering, matrix subtraction, marched
   250  5.07  3.8e-16  3.5e-13  1.1e-12
   500  8.86  9.6e-16  6.9e-10  2.4e-09
  1000  16.43  2.0e-15  3.6e-03  1.0e-02
  1500  24.00  2.7e-15  6.7e+03  2.6e+04
  2000  31.57  4.1e-15  2.7e+10  9.8e+10
scan of 60 stacks, K from 6.3 to 36.3
slope of ln(error) vs K: subtraction 1.993, marched 2.015
largest scattering error of t in scan 5.4e-15
largest error of matrix-ratio r and upward march 6.7e-15
underlayer 60000 nm: K 908.4, overflowing marches 2 of 2
  scattering errors: r 2.0e-15, mid-resist field 5.4e-16
  |t|: scattering 0.0, 80 digits 3.946e-396
```
